# What an Undersized FFT Grid Breaks in a Plane-Wave Calculation: test program

```python
"""Aliasing on an undersized FFT grid in a plane-wave basis.

Result under test: with plane waves exp(i m g x)/sqrt(L), |m| <= n, g = 2 pi/L,
and N uniform grid points,
  * the grid electron count is exact for N >= 2n+1;
  * the FFT-built matrix of a real grid potential is Hermitian for every N;
  * the matrix is exact for a potential with components |q| <= K
    once N >= 2n+K+1;
  * below that, energies depend on the position s of the potential with
    period L/N, and their mean over s lies at or below the exact basis energy.
Hartree atomic units. The model is a periodic Gaussian well, band-limited to K,
holding two noninteracting electrons in its lowest orbital.
"""
import numpy as np
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
length, n, depth, width = 10.0, 8, 3.0, 0.5
g = 2 * np.pi / length
m = np.arange(-n, n + 1)
diff = m[:, None] - m[None, :]
kinetic = np.diag(0.5 * (g * m) ** 2)
full_band = 2 * n
rng = np.random.default_rng(7)


def amplitude(q):
    """Fourier coefficient of the Gaussian well centred at the origin."""
    return (-depth * width * np.sqrt(2 * np.pi) / length
            * np.exp(-0.5 * (np.asarray(q) * g * width) ** 2))


def coefficient(q, s, band):
    """Coefficient of the band-limited well centred at s."""
    q = np.asarray(q)
    return np.where(abs(q) <= band, amplitude(q), 0) * np.exp(-1j * q * g * s)


def potential(x, s, band):
    q = np.arange(1, band + 1)
    waves = np.cos(g * np.outer(x - s, q))
    return amplitude(0) + 2 * waves @ amplitude(q)


def potential_slope(x, s, band):
    """Derivative of the potential with respect to the well position s."""
    q = np.arange(1, band + 1)
    return 2 * np.sin(g * np.outer(x - s, q)) @ (q * g * amplitude(q))


def grid(N):
    return np.arange(N) * length / N


def to_grid(c, N):
    """sqrt(L) times the orbital at the grid points, by FFT."""
    folded = np.zeros(N, complex)
    np.add.at(folded, m % N, c)
    return np.fft.ifft(folded) * N


def grid_matrix(values):
    """Apply FFT, multiplication and FFT back to every basis function."""
    N = len(values)
    columns = [np.fft.fft(values * to_grid(unit, N))[m % N] / N
               for unit in np.eye(len(m))]
    return np.array(columns).T


def hermiticity_defect(matrix):
    return np.max(abs(matrix - matrix.conj().T))


def grid_ground(N, s, band=full_band):
    w = grid_matrix(potential(grid(N), s, band))
    e, vectors = np.linalg.eigh(kinetic + w)
    return 2 * e[0], vectors[:, 0]


def grid_count(c, N):
    return np.mean(abs(to_grid(c, N)) ** 2)


# Exact matrix elements against Gauss-Legendre integration.
s_test = 0.37
nodes, weights = np.polynomial.legendre.leggauss(200)
x_quad = 0.5 * length * (nodes + 1)
v_quad = potential(x_quad, s_test, full_band)
waves = np.exp(1j * g * np.outer(x_quad, m))
integrals = waves.conj().T @ ((0.5 * weights * v_quad)[:, None] * waves)
assert np.allclose(integrals, coefficient(diff, s_test, full_band), atol=1e-11)

# Folding of coefficients and Hermiticity, also on grids below 2n+1.
largest_defect = 0.0
for N in range(5, 41):
    w = grid_matrix(potential(grid(N), s_test, full_band))
    folded = sum(coefficient(diff + p * N, s_test, full_band)
                 for p in range(-10, 11))
    assert np.allclose(w, folded, atol=1e-12)
    w_random = grid_matrix(rng.normal(size=N))
    largest_defect = max(largest_defect, hermiticity_defect(w),
                         hermiticity_defect(w_random))
assert largest_defect < 1e-12

# An unpaired Nyquist coefficient makes the grid potential complex.
N_even = 24
q_one_sided = np.arange(-N_even // 2, N_even // 2)
v_complex = (np.exp(1j * g * np.outer(grid(N_even), q_one_sided))
             @ coefficient(q_one_sided, s_test, full_band))
nyquist_defect = hermiticity_defect(grid_matrix(v_complex))
nyquist_formula = 2 * abs(coefficient(N_even // 2, s_test, full_band).imag)
assert nyquist_defect > 1e-6
assert abs(nyquist_defect - nyquist_formula) < 1e-12

# Electron count of three doubly occupied random orthonormal orbitals.
raw = rng.normal(size=(len(m), 3)) + 1j * rng.normal(size=(len(m), 3))
orbitals = np.linalg.qr(raw)[0]
for N in range(5, 41):
    count = 2 * sum(grid_count(c, N) for c in orbitals.T)
    assert (abs(count - 6) < 1e-11) == (N >= 2 * n + 1)

# The same count in three dimensions with a spherical cutoff.
n3 = 3
axis = np.arange(-n3, n3 + 1)
vectors3 = np.array(np.meshgrid(axis, axis, axis)).reshape(3, -1).T
vectors3 = vectors3[np.sum(vectors3 ** 2, axis=1) <= n3 ** 2]
c3 = rng.normal(size=len(vectors3)) + 1j * rng.normal(size=len(vectors3))
c3 /= np.linalg.norm(c3)
for N in range(2 * n3 - 1, 2 * n3 + 4):
    box = np.zeros((N, N, N), complex)
    np.add.at(box, tuple((vectors3 % N).T), c3)
    count3 = np.mean(abs(np.fft.ifftn(box) * N ** 3) ** 2)
    assert (abs(count3 - 1) < 1e-11) == (N >= 2 * n3 + 1)

# Density components that survive on the grid, against autocorrelation.
c_random = orbitals[:, 0]
true_density = np.correlate(c_random, c_random, "full")
for N in range(2 * n + 1, 4 * n + 2):
    grid_density = np.fft.fft(abs(to_grid(c_random, N)) ** 2) / N
    safe = N - 1 - 2 * n
    for q in range(-safe, safe + 1):
        assert abs(grid_density[q % N] - true_density[q + 2 * n]) < 1e-12
    if N <= 4 * n:
        q = safe + 1
        assert abs(grid_density[q % N] - true_density[q + 2 * n]) > 1e-6

# Smallest grid that gives the exact matrix, for two bandwidths.
for band in (n, 2 * n):
    for N in range(2 * n + 1, 46):
        w = grid_matrix(potential(grid(N), s_test, band))
        error = np.max(abs(w - coefficient(diff, s_test, band)))
        assert (error < 1e-12) == (N >= 2 * n + band + 1)

# Reference energies: same basis with exact matrix, and a much larger basis.
e_exact, v_exact = np.linalg.eigh(kinetic + coefficient(diff, 0, full_band))
energy_basis, c_ground = 2 * e_exact[0], v_exact[:, 0]
big = np.arange(-40, 41)
big_matrix = np.diag(0.5 * (g * big) ** 2) + coefficient(
    big[:, None] - big[None, :], 0, full_band)
energy_large = 2 * np.linalg.eigvalsh(big_matrix)[0]
assert energy_large <= energy_basis

# Energy as the well moves through one grid spacing.
n_positions = 24
table = {}
for N in (17, 20, 24, 28, 33):
    shifts = np.arange(n_positions) * length / N / n_positions
    energies = np.array([grid_ground(N, s)[0] for s in shifts])
    table[N] = (energies.min(), energies.max(), energies.mean())
    assert energies.mean() <= energy_basis + 1e-11
    assert abs(grid_ground(N, 0.11)[0]
               - grid_ground(N, 0.11 + length / N)[0]) < 1e-11
spread = {N: row[1] - row[0] for N, row in table.items()}
assert spread[17] > 1e-3 and spread[33] < 1e-11
assert table[17][2] < energy_basis - 1e-8
assert table[17][0] < energy_large

# Position average of the phase-corrected matrix restores the exact matrix.
N_small = 2 * n + 1
shifts = np.arange(n_positions) * length / N_small / n_positions
average = np.mean([grid_matrix(potential(grid(N_small), s, full_band))
                   * np.exp(1j * g * s * diff) for s in shifts], axis=0)
assert np.allclose(average, coefficient(diff, 0, full_band), atol=1e-12)

# Filtering the potential to what the small grid can hold is no cure.
filtered = [grid_ground(N_small, s, (N_small - 1) // 2)[0] for s in shifts]
filtered_spread = max(filtered) - min(filtered)
assert filtered_spread > 1e-4


def grid_force(N, s):
    """Hellmann-Feynman force on the well from the grid density."""
    c = grid_ground(N, s)[1]
    slope = potential_slope(grid(N), s, full_band)
    return -2 * np.mean(slope * abs(to_grid(c, N)) ** 2)


step = 1e-4
forces = np.array([grid_force(N_small, s) for s in shifts])
differences = np.array([-(grid_ground(N_small, s + step)[0]
                          - grid_ground(N_small, s - step)[0]) / (2 * step)
                        for s in shifts])
assert np.allclose(forces, differences, atol=1e-6)
force_full = max(abs(grid_force(4 * n + 1, s)) for s in shifts)
assert force_full < 1e-10

# Count error of the ground orbital one point below the threshold.
count_error = 2 * grid_count(c_ground, 2 * n) - 2
edge_product = 4 * (c_ground[-1].conj() * c_ground[0]).real
assert abs(count_error - edge_product) < 1e-12

ground_density = np.correlate(c_ground, c_ground, "full").real
aliased_density = (np.fft.fft(abs(to_grid(c_ground, N_small)) ** 2)
                   / N_small).real
w_small = grid_matrix(potential(grid(N_small), 0, full_band))

print(f"cell length: {length:.1f} bohr")
print(f"well depth: {depth:.1f} hartree; width: {width:.1f} bohr")
print(f"n = {n}; plane waves: {len(m)}; potential band K = {full_band}")
print(f"kinetic cutoff: {0.5 * (n * g) ** 2:.4f} hartree")
print(f"count threshold 2n+1 = {2*n+1}; exact-matrix threshold = {4*n+1}")
print("electron count of the fixed exact-matrix ground orbital, well at s=0:")
for N in (12, 15, 16, 17, 24, 33):
    print(f"  N={N}: {2 * grid_count(c_ground, N):.10f} electrons")
print(f"edge coefficient magnitude |c_n|: {abs(c_ground[-1]):.6f}")
print(f"count error at N=16: {count_error:.4e} electrons")
print("density component q=8 per electron, times L (dimensionless):")
print(f"  exact {ground_density[8 + 2*n]:.6f}; N=17 {aliased_density[8]:.6f}")
print("potential matrix element between m=8 and m=-8, s=0:")
print(f"  exact {coefficient(2*n, 0, full_band).real:.4e} hartree")
print(f"  N=17  {w_small[-1, 0].real:.6f} hartree")
print(f"largest Hermiticity defect, N=5..40: {largest_defect:.1e} hartree")
print(f"unpaired Nyquist term, N=24, s={s_test} bohr:")
print(f"  Hermiticity defect {nyquist_defect:.4e} hartree")
print(f"two-electron energy, exact matrix, n=8: {energy_basis:.8f} hartree")
print(f"two-electron energy, exact matrix, n=40: {energy_large:.8f} hartree")
print(f"energies over {n_positions} well positions in one grid spacing:")
for N, (low, high, mean) in table.items():
    print(f"  N={N}: min {low:.8f}, max {high:.8f} hartree")
    print(f"    mean minus exact-matrix n=8: {mean-energy_basis:.3e} hartree")
    print(f"    spread: {spread[N]:.3e} hartree")
print(f"spread at N=17 converted: {spread[17] * HARTREE_EV:.4f} eV")
print(f"grid spacing at N=17: {length / N_small:.6f} bohr")
print(f"spread at N=17, potential filtered to |q|<=8: "
      f"{filtered_spread:.3e} hartree")
print(f"largest sampled spurious force, N=17: "
      f"{max(abs(forces)):.6f} hartree/bohr")
print(f"largest sampled force, N=33: {force_full:.1e} hartree/bohr")
print("checks complete")
```

It prints:

```
cell length: 10.0 bohr
well depth: 3.0 hartree; width: 0.5 bohr
n = 8; plane waves: 17; potential band K = 16
kinetic cutoff: 12.6331 hartree
count threshold 2n+1 = 17; exact-matrix threshold = 33
electron count of the fixed exact-matrix ground orbital, well at s=0:
  N=12: 2.0195145917 electrons
  N=15: 2.0011338560 electrons
  N=16: 2.0002869730 electrons
  N=17: 2.0000000000 electrons
  N=24: 2.0000000000 electrons
  N=33: 2.0000000000 electrons
edge coefficient magnitude |c_n|: 0.008470
count error at N=16: 2.8697e-04 electrons
density component q=8 per electron, times L (dimensionless):
  exact 0.079050; N=17 0.122557
potential matrix element between m=8 and m=-8, s=0:
  exact -1.2266e-06 hartree
  N=17  -0.357891 hartree
largest Hermiticity defect, N=5..40: 1.9e-16 hartree
unpaired Nyquist term, N=24, s=0.37 bohr:
  Hermiticity defect 2.1254e-04 hartree
two-electron energy, exact matrix, n=8: -3.28118222 hartree
two-electron energy, exact matrix, n=40: -3.28293123 hartree
energies over 24 well positions in one grid spacing:
  N=17: min -3.30266344, max -3.26538208 hartree
    mean minus exact-matrix n=8: -2.889e-03 hartree
    spread: 3.728e-02 hartree
  N=20: min -3.28309907, max -3.27938832 hartree
    mean minus exact-matrix n=8: -6.198e-05 hartree
    spread: 3.711e-03 hartree
  N=24: min -3.28122499, max -3.28113960 hartree
    mean minus exact-matrix n=8: -7.602e-08 hartree
    spread: 8.539e-05 hartree
  N=28: min -3.28118256, max -3.28118188 hartree
    mean minus exact-matrix n=8: -9.299e-12 hartree
    spread: 6.793e-07 hartree
  N=33: min -3.28118222, max -3.28118222 hartree
    mean minus exact-matrix n=8: -5.329e-15 hartree
    spread: 1.821e-14 hartree
spread at N=17 converted: 1.0145 eV
grid spacing at N=17: 0.588235 bohr
spread at N=17, potential filtered to |q|<=8: 2.633e-02 hartree
largest sampled spurious force, N=17: 0.199098 hartree/bohr
largest sampled force, N=33: 3.8e-15 hartree/bohr
checks complete
```
